# Newton Solution of the Heisenberg-Chain Bethe Equations and the Triplet Gap

## Result

Consider the antiferromagnetic spin-1/2 ring

$$H=J\sum_{i=1}^{N}\mathbf S_i\cdot\mathbf S_{i+1},\qquad J>0,\quad N\ \text{even},\quad \mathbf S_{N+1}=\mathbf S_1 .$$

Energies are in units of $J$. The ground state and the lowest triplet are each described by about $N/2$ real numbers $\lambda_j$, the Bethe roots. Newton iteration finds them in three or four steps at $N=4096$, and the triplet gap $\Delta$ then follows the law

$$N\Delta=\frac{\pi^2}{2}\left(1-\frac u2\right),\qquad \frac1u+\frac12\ln u=\ln N+c+o(1), \tag{1}$$

with $c$ a constant. To leading order $u=1/\ln N$, so $N\Delta\simeq(\pi^2/2)[1-1/(2\ln N)]$.

The logarithms are derived below for a small magnetization per site $m$. Using them for a single triplet, $m=1/N$, is a scaling assumption, supported by numerical tests but not proved.

## Four sites by hand

Start from all spins up, with energy $N/4$, and turn $M$ spins down at positions $x_1<\dots<x_M$, with amplitude $\psi(x_1,\dots,x_M)$. A bond with parallel spins contributes $1/4$. A bond with antiparallel spins contributes $-1/4$, and it also exchanges the two spins with amplitude $1/2$.

**One down spin.** Two bonds are antiparallel, so

$$(H-\tfrac N4)\psi(x)=\tfrac12[\psi(x-1)+\psi(x+1)-2\psi(x)].$$

A wave $\psi=z^x$ gives $\frac12(z+1/z-2)$. Write $z=(\lambda+\frac i2)/(\lambda-\frac i2)$. Then $z+1/z=2(\lambda^2-\frac14)/(\lambda^2+\frac14)$, and the energy relative to $N/4$ is $-2/(1+4\lambda^2)$. For $N=4$ the choice $\lambda=0$, $z=-1$ gives $E=1-2=-1$. This is the lowest triplet; $z=\pm i$ gives two more triplets at $E=0$.

**Two down spins.** If they are not neighbours, each moves as above. If they are, the bond between them is parallel and

$$(H-\tfrac N4)\psi(x,x+1)=\tfrac12[\psi(x-1,x+1)+\psi(x,x+2)-2\psi(x,x+1)].$$

The formula for separated spins would instead contain $\psi(x,x)+\psi(x+1,x+1)-4\psi(x,x+1)$ beside the two hopping terms. It remains valid if the difference vanishes:

$$\psi(x,x)+\psi(x+1,x+1)-2\psi(x,x+1)=0. \tag{2}$$

Insert $\psi=A_{12}z_1^{x_1}z_2^{x_2}+A_{21}z_2^{x_1}z_1^{x_2}$. The coefficient of $A_{12}$ is

$$1+z_1z_2-2z_2=\frac{-i(\lambda_1-\lambda_2-i)}{(\lambda_1-\frac i2)(\lambda_2-\frac i2)},$$

and that of $A_{21}$ follows by exchanging 1 and 2. Hence $A_{12}(\lambda_1-\lambda_2-i)=A_{21}(\lambda_1-\lambda_2+i)$, which is solved by

$$A_{12}=1+\frac{i}{\lambda_1-\lambda_2},\qquad A_{21}=1+\frac{i}{\lambda_2-\lambda_1}.$$

On the ring, $\psi(x_1,x_2)=\psi(x_2,x_1+N)$. Comparing the terms containing $z_1^{x_1}$ gives $z_1^N=A_{12}/A_{21}$.

Take $N=4$ and $\lambda_1=-\lambda_2=\lambda>0$. Since $(x+i)/(x-i)=e^{i(\pi-2\arctan x)}$, the condition is

$$4(\pi-2\arctan2\lambda)=\pi-2\arctan2\lambda \pmod{2\pi}.$$

Thus $6\arctan2\lambda=3\pi$ modulo $2\pi$. The finite positive solution has $6\arctan 2\lambda=\pi$, so $2\lambda=\tan(\pi/6)=1/\sqrt3$. Then $1+4\lambda^2=4/3$ and

$$E=1-2\cdot\frac{2}{4/3}=-2 .$$

The wave function depends on the distance $d=x_2-x_1$ as $\psi=4\cos(\pi/3-2\pi d/3)$, that is $2,-4,2$ for $d=1,2,3$. As a check, $(H-1)\psi$ at $d=1$ is $\frac12[2(-4)-2(2)]=-6=-3\psi$, in agreement with $E=-2$. The gap is $\Delta=1$ and $N\Delta=4$.

**Newton's method for this case.** The equation is $F(\lambda)=6\arctan2\lambda-\pi=0$, with $F'=12/(1+4\lambda^2)$. A starting value justified below is $\lambda=\operatorname{asinh}(1)/\pi=0.28055$. There $F=-0.0736$ and $F'=9.127$, so the next value is $0.28055+0.00807=0.28862$. The solution is $0.28868$: one step reduces the error from $8\times10^{-3}$ to $6\times10^{-5}$.

## The general equations

For $M$ down spins take

$$\psi=\sum_P\prod_{j<k}\left(1+\frac{i}{\lambda_{P_j}-\lambda_{P_k}}\right)\prod_j z_{P_j}^{x_j},$$

summed over permutations $P$. Exchanging two neighbouring entries of $P$ changes one factor of the amplitude, so condition (2) holds for each adjacent pair of down spins. Several adjacent pairs give several such conditions, whose contributions add. The energy is

$$E=\frac N4-\sum_j\frac{2}{1+4\lambda_j^2}.$$

Moving the first down spin around the ring moves the first entry of $P$ to the end. The ratio of the two amplitudes gives the Bethe equations

$$z_j^N=\prod_{k\ne j}\frac{\lambda_j-\lambda_k+i}{\lambda_j-\lambda_k-i}.$$

For real roots, taking phases gives $N(\pi-2\arctan2\lambda_j)=\sum_{k\neq j}[\pi-2\arctan(\lambda_j-\lambda_k)]$ modulo $2\pi$, or

$$F_j\equiv2N\arctan2\lambda_j-2\sum_k\arctan(\lambda_j-\lambda_k)-2\pi I_j=0. \tag{3}$$

The constant is $2\pi I_j=\pi(N-M+1)$ modulo $2\pi$. Therefore $I_j$ is an integer for odd $N-M$ and a half-integer for even $N-M$.

The lowest state with $S^z=S$ is identified with $M=N/2-S$ and the consecutive set $I_j=-(M-1)/2,\dots,(M-1)/2$. This identification is an input. For $S=0$ and $S=1$ it agrees with full diagonalization at $N=12$.

## The Jacobian and the algorithm

Differentiate (3), and define

$$K_{jk}=\frac{2}{1+(\lambda_j-\lambda_k)^2},\qquad D_j=\frac{4N}{1+4\lambda_j^2}-\sum_kK_{jk}.$$

For $k\ne j$, $\partial F_j/\partial\lambda_k=K_{jk}$. The diagonal derivative is $4N/(1+4\lambda_j^2)-\sum_{k\ne j}K_{jk}=D_j+K_{jj}$. Hence the Jacobian, called the Gaudin matrix, is

$$G=\operatorname{diag}(D)+K .$$

Here $D_j$ is the slope at $\lambda_j$ of the counting function $Z(\lambda)=2N\arctan2\lambda-2\sum_k\arctan(\lambda-\lambda_k)$, which equals $2\pi I_j$ at a root.

The matrix $K$ is positive definite for distinct roots. Indeed $2/(1+x^2)=\int d\omega\,e^{-|\omega|}e^{i\omega x}$, so for a real vector $v\neq0$

$$v^TKv=\int d\omega\,e^{-|\omega|}\Big|\sum_jv_je^{i\omega\lambda_j}\Big|^2>0 .$$

If all $D_j>0$, then $G$ is positive definite, its smallest eigenvalue is at least $\min_jD_j$, and Cholesky factorization works. At $N=256$ the smallest slope is 9.31 and the smallest eigenvalue is 10.93.

**Starting values.** For large $N$ let the ground-state roots fill the whole line with density $N\rho_0$. Then $Z'=2\pi N\rho_0$ reads

$$\rho_0+\kappa*\rho_0=a,\qquad a(\lambda)=\frac{2}{\pi(1+4\lambda^2)},\quad \kappa(\lambda)=\frac{1}{\pi(1+\lambda^2)},$$

where $*$ is convolution. The Fourier transforms are $\hat a=e^{-|\omega|/2}$ and $\hat\kappa=e^{-|\omega|}$. Hence $\hat\rho_0=1/[2\cosh(\omega/2)]$ and $\rho_0=1/(2\cosh\pi\lambda)$. Counting roots from the centre,

$$\frac{I_j}{N}=\int_0^{\lambda_j}\rho_0\,d\lambda=\frac{1}{2\pi}\arctan(\sinh\pi\lambda_j),\qquad \lambda_j=\frac1\pi\operatorname{asinh}\tan\frac{2\pi I_j}{N}.$$

This requires $|I_j|<N/4$, which holds for the states used here. Sets with larger $|I_j|$ need another start, and states with complex roots need other equations.

The algorithm is:

1. Compute $F$, $D$ and $K$ at the current roots.
2. Solve $G\,\delta=F$ by Cholesky factorization.
3. Replace $\lambda$ by $\lambda-t\delta$ with $t=1$. Halve $t$ until $|F|$ falls and all $D_j$ are positive.
4. Stop when $\max_j|F_j|<10^{-10}$.

The starting roots must have all $D_j>0$, which held in every case computed here. If all $D_j$ are positive at the current roots, step 3 succeeds for small enough $t$: along the step, $d|F|^2/dt=-2|F|^2$ at $t=0$, and $D$ is continuous. Memory grows as $M^2$ and the work per step as $M^3$.

At $N=4096$ the ground-state residuals are $1.8\times10^{-1}$, $3.1\times10^{-3}$, $1.1\times10^{-6}$ and $2.7\times10^{-12}$, with no halving. An alternative is to solve (3) repeatedly for the first arctangent, $\lambda_j\leftarrow\frac12\tan\{[2\pi I_j+2\sum_k\arctan(\lambda_j-\lambda_k)]/2N\}$. Near the solution each sweep multiplies the error by the matrix $1-A^{-1}G$, with $A=\operatorname{diag}[4N/(1+4\lambda_j^2)]$. Since $v^T(A-G)v=\frac12\sum_{jk}K_{jk}(v_j-v_k)^2\ge0$ and $G$ is positive definite, its eigenvalues lie in $[0,1)$, so convergence is linear. The largest eigenvalue is 0.72, 0.88 and 0.92 at $N=64$, 256 and 512. At $N=256$ the iteration took 189 sweeps from $\lambda=0$ and 160 from the density-based start, against 3 Newton steps from that start. A sweep costs of order $M^2$ and a Newton step of order $M^3$, so these counts do not compare total work.

The determinant of $G$ also gives the norm of the Bethe vector:

$$\sum|\psi|^2=\prod_j(\lambda_j^2+\tfrac14)\prod_{j<k}\left[1+\frac{1}{(\lambda_j-\lambda_k)^2}\right]\det G .$$

This formula is not derived here; it was tested on explicit vectors with 8 and 10 sites. For four sites, $D_j+K_{jj}=10.5$ and $K_{12}=1.5$, so $\det G=108$ and the right side is $\frac19\cdot4\cdot108=48$. The direct sum is $4\cdot2^2+2\cdot4^2=48$.

## Why the gap contains logarithms

**Holes at the edges.** At small magnetization $m=S/N$ the roots fill $[-B,B]$. Define $\rho=Z'/(2\pi N)$ on the whole line. Inside it is the root density, and outside it is the density of holes, $\rho_{\rm out}$. Then $\rho+\kappa*\rho=a+\kappa*\rho_{\rm out}$. Dividing by $1+\hat\kappa$ gives

$$\rho=\rho_0+R*\rho_{\rm out},\qquad \hat R=\frac{1}{1+e^{|\omega|}} .$$

Integrate, with $\hat\rho_0(0)=\hat R(0)=\frac12$. The root number per site is $\frac12+\frac12\int\rho_{\rm out}-\int\rho_{\rm out}=\frac12-m$. By symmetry, $m=\int_B^\infty\rho\,d\lambda$.

The energy per site is $e=\frac14-\pi\int a\,\rho_{\rm in}$, with $\rho_{\rm in}=\rho_0-(1-R)*\rho_{\rm out}$. Since $\hat a(1-\hat R)=\hat\rho_0$,

$$e-e_0=\pi\int\rho_0\,\rho_{\rm out}\,d\lambda=\pi\int_B^\infty\frac{\rho(\lambda)}{\cosh\pi\lambda}\,d\lambda .$$

Here $e_0=\frac14-\pi\int a\rho_0=\frac14-\int_0^\infty\frac{d\omega}{e^{\omega}+1}=\frac14-\ln2$.

Set $y(x)=\rho(B+x)$ for $x>0$. For large $B$, $\rho_0(B+x)\simeq e^{-\pi B-\pi x}$, and

$$y(x)=e^{-\pi B-\pi x}+\int_0^\infty[R(x-x')+R(2B+x+x')]\,y(x')\,dx'. \tag{4}$$

The last kernel couples the holes at one edge to those at the other.

**One edge alone.** Drop that coupling and use $\hat y(p)=\int_0^\infty e^{-px}y\,dx$. Factorize

$$\frac{1}{1-\hat R}=1+e^{-|\omega|}=Q(-i\omega)\,Q(i\omega),$$

with $Q(p)$ analytic and nonzero for $\operatorname{Re}p>0$ and $Q\to1$ at infinity. Extending (4) to $x<0$ adds an unknown $\hat n(p)$ analytic for $\operatorname{Re}p<0$. After multiplication by $Q(-p)$,

$$\frac{\hat y(p)}{Q(p)}=\frac{e^{-\pi B}Q(-p)}{p+\pi}+Q(-p)\,\hat n(p).$$

Split $Q(-p)=Q(\pi)+[Q(-p)-Q(\pi)]$ in the first term. The bracket cancels the pole at $p=-\pi$, so that part is analytic on the left. The parts analytic on the right must balance separately, because a function analytic in the whole plane and vanishing at infinity is zero:

$$\hat y(p)=\frac{e^{-\pi B}Q(\pi)Q(p)}{p+\pi}. \tag{5}$$

Hence $m_0=\hat y(0)=e^{-\pi B}Q(\pi)Q(0)/\pi$. With $1/\cosh\pi\lambda\simeq2e^{-\pi\lambda}$, the energy is $e-e_0=2\pi e^{-\pi B}\hat y(\pi)=e^{-2\pi B}Q(\pi)^2$. Since $Q(0)^2=2$,

$$e-e_0=\frac{\pi^2}{Q(0)^2}m_0^2=\frac{\pi^2}{2}m_0^2 .$$

**Coupling of the two edges.** At small $\omega$, $\hat R=\frac12-\frac{|\omega|}4+\dots$. The kink produces the tail $R(x)\simeq1/(4\pi x^2)=\frac1{4\pi}\int_0^\infty p\,e^{-px}dp$. It acts in (4) as an extra source $g(x)$. The kernel is symmetric, so the change of $m$ is $\int Ug\,dx$, where $U$ is the one-edge solution for a unit source. Replacing $e^{-\pi B}/(p+\pi)$ by $1/p$ in the argument for (5) gives $\hat U=Q(0)Q(p)/p$. Therefore

$$\frac{\delta m}{m_0}=\frac1{4\pi}\int_0^\infty dp\,e^{-2Bp}\,Q(p)^2\,\frac{\pi}{p+\pi}. \tag{6}$$

Small $p\sim1/B$ dominates. There

$$\ln Q(p)=\tfrac12\ln2+\frac{p}{2\pi}\ln p+O(p).$$

To check this, put $p=\mp i\omega$ with $\omega>0$ and add. The logarithmic terms give $\frac1{2\pi}(-\pi\omega)=-\omega/2$, as required by $\ln(1+e^{-\omega})=\ln2-\omega/2+\dots$, while terms linear in $p$ cancel. So $Q^2=2[1+(p/\pi)\ln p+O(p)]$. With $L=\pi B$, (6) becomes

$$\frac{\delta m}{m_0}=\frac1{4L}-\frac{\ln L}{8L^2}+O(L^{-2}).$$

Repeated coupling between the edges costs a further factor $1/B$ and adds no logarithm at order $L^{-2}$. By the argument for (5), the one-edge response to a source $e^{-px}$ has transform $Q(p)Q(p')/(p+p')$ in the variable $p'$. The second-order term is therefore proportional, at leading order, to $\iint dp\,dp'\,e^{-2B(p+p')}\,p/(p+p')$. Symmetrizing in $p$ and $p'$ replaces $p/(p+p')$ by $\frac12$ and gives $1/(8B^2)$. At fixed $B$ the energy changes at relative order $L^{-2}$, because the response to the source $e^{-\pi x}$ has no $1/p$ factor. Consequently

$$\frac{e-e_0}{\pi^2m^2/2}=1-\frac u2,\qquad u=\frac1L-\frac{\ln L}{2L^2}+O(L^{-2}).$$

Inverting, $1/u=L+\frac12\ln L+\text{const}+o(1)$. Since $\ln u=-\ln L+o(1)$, the combination $1/u+\frac12\ln u$ equals $L+\text{const}+o(1)$. Finally $m\propto e^{-L}$ at leading order gives $L=\ln(1/m)+\text{const}+o(1)$. Up to a constant, the logarithm is thus $\pi/2$ times the rapidity distance $2B$ between the two groups of holes, which interact through an inverse-square tail.

Direct solution of the integral equation supports this. Between $B=4.5$ and $B=6$, the slope against $\pi B$ is 1.029 for $1/u$ and 1.002 for $1/u+\frac12\ln u$.

**From small magnetization to one triplet.** Setting $m=S/N$ gives $E_S-E_0=N(e-e_0)\simeq\pi^2S^2/(2N)$ times the logarithmic factor, and $S=1$ gives (1). The continuum calculation neglects the discreteness of the roots, which can itself affect energies at order $1/N$. The assumption is that its effect on this difference changes at most $c$ and terms that vanish for large $N$. One test is the $S^2$ law: at $N=1024$, $(E_2-E_0)/(E_1-E_0)=3.974$, close to 4. If the logarithmic factor depended on $m=S/N$ alone, $S=2$ at $N=1024$ would share it with $S=1$ at $N=512$. The computed values $N\Delta=4.620681$ ($N=512$) and $4.647745$ ($N=1024$) would then give the ratio $4\times4.620681/4.647745=3.977$. The remaining difference from 3.974 is not explained here; the assumption allows $c$ to depend on $S$.

## The gap up to 4096 sites

| $N$ | $N\Delta/J$ |
|---:|---:|
| 16 | 4.3230 |
| 128 | 4.5465 |
| 1024 | 4.6477 |
| 4096 | 4.6896 |

The limit in (1) is $\pi^2/2=4.9348$. At $N=4096$ the energies are $E_0=-1815.13105244$ and $E_1=-1815.12990752$, so $\Delta=0.00114492$ and $N\Delta=4.6896$. Then

$$u=2\left(1-\frac{4.689624}{4.934802}\right)=0.09937,\qquad \frac1u+\frac12\ln u=10.0637-1.1545=8.909 .$$

Subtracting $\ln4096=8.318$ leaves 0.59 for $c$ at this size.

Straight-line fits against $\ln N$ for $N=128,\dots,4096$ give slope 1.070 for $1/u$ and 1.004 for $1/u+\frac12\ln u$. If the coefficient of $1/\ln N$ in $N\Delta/(\pi^2/2)$ is read off as $-1/(2\times\text{slope})$, the results are $-0.467$ and $-0.498$, against the derived $-\frac12$. The second value takes the coefficient $\frac12$ of $\ln u$ as given; fitting that coefficient at unit slope gives 0.53. The excess slope of the first fit comes from the missing term: between the end sizes, $-\frac12\ln u$ rises by $\frac12\ln(0.157374/0.099367)=0.230$ while $\ln N$ rises by 3.466, a mean slope of 0.066.

A stricter test fixes the slope at one and takes $c=0.584$ from $N=128$ to 1024. Solving (1) for $N=4096$ then predicts $N\Delta=4.6894$, against the computed 4.6896. The same test without the $\ln u$ term, $1/u=\ln N+c'$ with $c'$ fitted on the same sizes, predicts 4.6857. The leading form $1-1/(2\ln N)$, which has no fitted constant, gives 4.638, which is 1.1% below the computed value. The $o(1)$ term in (1) is still visible: the value of $c$ read off at each size rises from 0.578 at $N=128$ to 0.5915 at $N=4096$.

The approach to the limit is very slow. For $N\Delta$ to lie within 1% of $\pi^2/2$, $u$ must fall to 0.02. Equation (1) then gives $\ln N=50-1.956-0.584=47.46$, or $N\approx10^{20.6}$. This is an extrapolation of the fitted law. It shows why the limit cannot be read by eye from a plot of $N\Delta$, even with thousands of sites. The combination $1/u+\frac12\ln u$ tests the logarithmic law only with the limit $\pi^2/2$ taken as given: a change of 0.1% in the assumed limit moves both fitted slopes by about 0.03, and a limit higher by 0.2% would give slope 1.005 to $1/u$ alone. If the limit is left free, a fit of (1) for $N=128,\dots,4096$ returns 4.9355 with largest residual $8\times10^{-5}$, while the form without $\ln u$ returns 4.9462 with largest residual $6\times10^{-4}$.

The numerical check printed below covers the equations, the Jacobian, the continuum formulas and the fits.

## Computed results

```
N=12 diagonalization: E0 = -5.38739092 J, E1 = -5.03154340 J
N=12 Bethe roots:     E0 = -5.38739092 J, E1 = -5.03154340 J
Bethe vector N=8, M=4: norm^2 summed 26866691.708306, from det G 26866691.708306
Bethe vector N=10, M=3: norm^2 summed 371315.569682, from det G 371315.569682
Jacobian minus finite differences, largest entry: 5.8e-09
N=256: smallest slope D = 9.3094, smallest eigenvalue of G = 10.9266
N=256: Newton steps 3, simple iterations 189
B=1: m = 0.022162, e-e0 direct 0.002182341 J, from holes 0.002182341 J
B=3.0: m = 3.9943e-05, (e-e0)/(pi^2 m^2/2) = 0.957838, pi*B*u = 0.7947
B=4.5: m = 3.5635e-07, (e-e0)/(pi^2 m^2/2) = 0.970169, pi*B*u = 0.8435
B=6.0: m = 3.1896e-09, (e-e0)/(pi^2 m^2/2) = 0.976862, pi*B*u = 0.8723
Continuum slope against pi*B: 1/u 1.0290, 1/u + ln(u)/2 1.0020
Triplet gaps: N, E0/J, E1/J, N*gap/J
   16      -7.14229636      -6.87210668   4.323035
   32     -14.20652744     -14.06832955   4.422333
   64     -28.37430139     -28.30409170   4.493420
  128     -56.72927425     -56.69375474   4.546497
  256    -113.44889430    -113.43097362   4.587695
  512    -226.89296404    -226.88393927   4.620681
 1024    -453.78351655    -453.77897773   4.647745
 2048    -907.56582756    -907.56354710   4.670385
 4096   -1815.13105244   -1815.12990752   4.689624
N=4096 ground-state residuals: 1.8e-01 3.1e-03 1.1e-06 2.7e-12
N=4096 Newton steps: ground 3, triplet 4; halvings 0
N=4096 largest root: 2.518187
N=4096 E0/N = -0.4431472296 J; 1/4 - ln 2 = -0.4431471806 J
N=1024 (E(S=2)-E0)/(E(S=1)-E0) = 3.97355
Limit of N*gap: pi^2/2 = 4.934802 J
u at N=128: 0.157374; at N=4096: 0.099367
Fit N>=128, 1/u: slope 1.0699, constant 1.1727
Fit N>=128, 1/u + ln(u)/2: slope 1.0039, constant 0.5606
Coefficient of 1/ln N, 1/(2*slope): without ln(u) 0.4673, with 0.4981
Constant from N=128..1024 at unit slope: 0.5837
N=4096 N*gap: solved 4.68962 J, predicted 4.68942 J
N=4096 N*gap from 1 - 1/(2 ln N) alone: 4.63816 J
log10(N) for N*gap within 1% of limit: 20.6
```
